\section*{Resistance of a Smooth Graphene p-n Junction Beside a Contact}

\section{Problem}

A metal contact can dope the graphene next to it. If the carrier type there is opposite to that in the rest of the sheet, a p-n junction forms beside the contact. Let the electron potential energy $U(x)$ rise linearly by $\Delta U=0.2$ eV over a length $d=20$ nm and be constant outside this ramp. The Fermi energy, taken as zero, lies midway. Find the transmission as a function of the angle of incidence, integrate it, and obtain the resistance of the junction multiplied by its width $W$.

Here $\Delta U$ is a built-in step, not an applied bias, and $U$ is the total potential energy, including that of the charge induced in the graphene. The temperature and the bias are small, the motion is ballistic and coherent, and the junction is uniform and wide along $y$. Near one valley the Hamiltonian is
\begin{equation}
H=v(\sigma_xp_x+\sigma_yp_y)+U(x),\qquad v=1.0\times10^6\ \text{m/s}.
\end{equation}
The other valley has $-\sigma_xp_x$ in place of $\sigma_xp_x$. Conjugation with $\sigma_y$ restores the sign, so both valleys transmit alike. With spin, each transverse mode counts four times.

With the ramp centred at $x=0$, $U=Fx$ for $|x|<d/2$, where $F=\Delta U/d=0.0100$ eV/nm. The left side is n-type and the right side p-type. Both have the Fermi wave number
\begin{equation}
k_F=\frac{\Delta U}{2\hbar v}=\frac{0.1\ \text{eV}}{0.6582\ \text{eV nm}}=0.152\ \text{nm}^{-1}.
\end{equation}

\section{First estimate by scaling}

The transverse wave number $k_y$ is conserved. At zero energy the local kinetic energy is $-U$, so the longitudinal wave number obeys
\begin{equation}
k_x^2(x)=s^2x^2-k_y^2,\qquad s=\frac{F}{\hbar v}=\frac{2k_F}{d}=0.01519\ \text{nm}^{-2}.
\end{equation}
For $k_y\ne0$ there is a forbidden strip of width $2|k_y|/s$, in which the wave decays at a rate of order $|k_y|$. The strip is passable while the product $2k_y^2/s$ is below about one, that is, for $|k_y|<k_c=\sqrt{s/2}=0.087$ nm$^{-1}$. This is less than $k_F$, so all of these modes propagate outside the ramp.

Counting these modes as open and the rest as closed, with $W\,dk_y/2\pi$ modes in $dk_y$, gives
\begin{equation}
\frac GW\sim\frac{4e^2}{h}\frac{2k_c}{2\pi}
=154.96\ \mu\text{S}\times\frac{0.087\ \text{nm}^{-1}}{\pi}
\approx4.3\ \text{mS}/\mu\text{m},
\end{equation}
or $W/G\sim233$ ohm $\mu$m. The scaling $W/G\propto F^{-1/2}$ should be sound, but the numerical factor depends on where the cutoff was placed.

\section{Exact solution for an unbounded linear potential}

\subsection{Equations for the two directions of motion}

At zero energy, $\hbar v(-i\sigma_x\partial_x+\sigma_yk_y)\psi+Fx\,\psi=0$. Multiply by $i\sigma_x/\hbar v$ and use $\sigma_x\sigma_y=i\sigma_z$:
\begin{equation}
\psi'=(-isx\,\sigma_x+k_y\sigma_z)\psi .
\end{equation}
Let $c_\pm$ be the components of $\psi$ along the eigenvectors of $\sigma_x$ with eigenvalues $\pm1$. Since $\sigma_z$ exchanges these vectors,
\begin{align}
c_+'&=-isx\,c_++k_yc_-,\\
c_-'&=isx\,c_-+k_yc_+ .
\end{align}
The current is $v\psi^\dagger\sigma_x\psi=v(|c_+|^2-|c_-|^2)$. It is conserved, because both squares have the derivative $2k_y\,\mathrm{Re}(c_+^*c_-)$. Far from the crossing, $c_+$ is the right-moving and $c_-$ the left-moving wave. For $k_y=0$ they decouple, and a normally incident electron is fully transmitted.

For $k_y\ne0$, differentiate the second equation and eliminate $c_+$, using $k_yc_+=c_-'-isxc_-$:
\begin{align}
c_-''&=is\,c_-+isx\,c_-'+k_y(-isx\,c_++k_yc_-)\nonumber\\
&=(is-s^2x^2+k_y^2)c_- .
\end{align}
With $c_-=e^{-isx^2/2}w$ this becomes
\begin{equation}
w''-2isx\,w'-(2is+k_y^2)w=0 .
\end{equation}

\subsection{The scattering solution}

A solution is
\begin{equation}
w(x)=\int_0^\infty\tau^{-ia}E\,d\tau,\quad
E=e^{-ix\tau-i\tau^2/4s},\quad a=\frac{k_y^2}{2s},
\end{equation}
with the far end of the path turned slightly below the real axis, where $E$ decays. To verify it, note that $w''$ brings down $-\tau^2$ and $-2isx\,w'$ brings down $-2sx\tau$. From $\partial_\tau E=-i(x+\tau/2s)E$,
\begin{equation}
-2sx\tau E=-2is\tau\,\partial_\tau E+\tau^2E .
\end{equation}
The terms in $\tau^2$ cancel. Integration by parts turns the derivative term into $2is(1-ia)w=(2is+2sa)w$, and $2sa=k_y^2$ cancels the remainder.

\emph{Right side,} $x\to+\infty$. Turn the path to $\tau=-i\rho$. Then
\begin{equation}
w=-ie^{-\pi a/2}\int_0^\infty\rho^{-ia}e^{-x\rho+i\rho^2/4s}d\rho
\to-ie^{-\pi a/2}\Gamma(1-ia)\,x^{-1+ia},
\end{equation}
since only $\rho\sim1/x$ matters and the quadratic phase there tends to zero. Thus $c_-\to0$: nothing comes in from the right, as required. The transmitted wave follows from $k_yc_+=c_-'-isxc_-=e^{-isx^2/2}(w'-2isxw)$, whose second term dominates:
\begin{equation}
|c_+(\infty)|^2=\frac{4s^2}{k_y^2}e^{-\pi a}|\Gamma(1-ia)|^2 .
\end{equation}
With $|\Gamma(1-ia)|^2=\pi a/\sinh\pi a$ and $4s^2\pi a/k_y^2=2\pi s$,
\begin{equation}
|c_+(\infty)|^2=2\pi s\,\frac{e^{-\pi a}}{\sinh\pi a}=\frac{4\pi s}{e^{2\pi a}-1}.
\end{equation}

\emph{Left side,} $x\to-\infty$. The phase $-x\tau-\tau^2/4s$ is stationary at $\tau=2s|x|$, where its second derivative is $-1/2s$. The Gaussian integral has modulus $\sqrt{2\pi\cdot2s}$, while the end point $\tau=0$ contributes a term of order $1/|x|$. The reflected wave therefore has
\begin{equation}
|c_-(-\infty)|^2=4\pi s .
\end{equation}

The ratio of transmitted to reflected current is $T/(1-T)=1/(e^{2\pi a}-1)$. Solving for $T$ gives
\begin{equation}
T=e^{-2\pi a}=e^{-\pi k_y^2/s}.
\end{equation}
The exponent equals the tunnelling integral $2\int\sqrt{k_y^2-s^2x^2}\,dx$ over the forbidden strip, which is twice the area of a half-ellipse with semi-axes $|k_y|$ and $|k_y|/s$. The calculation shows that the prefactor is one.

\subsection{Angular integration}

For the finite ramp this law is an approximation that requires a smooth junction, $k_Fd\gg1$. Put $k_y=k_F\sin\theta$ and $s=2k_F/d$:
\begin{equation}
T(\theta)=\exp\left(-\frac{\pi k_Fd}{2}\sin^2\theta\right).
\end{equation}
With $k_Fd=3.04$, half of the current is transmitted at $\theta=22.4^\circ$. The measure $dk_y=k_F\cos\theta\,d\theta$ supplies a cosine:
\begin{equation}
\frac GW=\frac{4e^2}{h}\frac{k_F}{2\pi}\int_{-\pi/2}^{\pi/2}\cos\theta\,T(\theta)\,d\theta .
\end{equation}
Returning to $k_y$ and substituting $t=k_y\sqrt{\pi/s}$,
\begin{equation}
\int_{-k_F}^{k_F}e^{-\pi k_y^2/s}dk_y
=\sqrt{\frac s\pi}\int_{-b}^{b}e^{-t^2}dt=\sqrt s\,\mathrm{erf}(b),\quad b=k_F\sqrt{\frac\pi s}.
\end{equation}
Hence
\begin{equation}
\frac GW=\frac{2e^2}{\pi h}\sqrt s\;\mathrm{erf}(b),\qquad
\frac WG\approx\frac{\pi h}{2e^2}\sqrt{\frac{\hbar vd}{\Delta U}}\quad(b\gg1).
\end{equation}
Here $\mathrm{erf}(b)=0.998$, and the angular integral is $\sqrt s\,\mathrm{erf}(b)/k_F=0.810$. Therefore
\begin{equation}
\frac GW=154.96\ \mu\text{S}\times\frac{0.1519\ \text{nm}^{-1}}{2\pi}\times0.810
=3.03\ \text{mS}/\mu\text{m},
\end{equation}
and the resistance is $W/G\approx330$ ohm $\mu$m.

\section{Comparison and limits}

The scaling estimate has the right dependence on $F$, but its resistance is smaller than the result without cutoff by the factor $1/\sqrt2$. The Gaussian passes as many modes as a sharp cutoff at $\sqrt s/2$, whereas the estimate placed the cutoff at $\sqrt{s/2}$.

If every mode were open, the $k_y$ integral would be $2k_F$ and the resistance $133$ ohm $\mu$m. This Sharvin resistance is already contained in the 330 ohm $\mu$m and must not be added again. In the smooth law the excess due to the junction is $196$ ohm $\mu$m; the numerical result for the 20 nm ramp given below leaves $299-133=166$ ohm $\mu$m.

In the opposite limit, an abrupt step with $k_Fd\to0$, the spinors can be matched directly. The incident, reflected and transmitted waves are proportional to $(1,e^{i\theta})$, $(1,-e^{-i\theta})$ and $(1,e^{-i\theta})$. With amplitudes $1$, $r$ and $t$, continuity requires $1+r=t$ and $e^{i\theta}-re^{-i\theta}=te^{-i\theta}$. Eliminating $t$ gives $2r=e^{2i\theta}-1$, so $|r|^2=\sin^2\theta$ and $T=\cos^2\theta$. The angular integral is then $\int\cos^3\theta\,d\theta=4/3$ instead of the Sharvin value 2, and the resistance is $1.5\times133=200$ ohm $\mu$m. The smooth law would give $T=1$ in this limit, so it fails there.

The present junction, with $k_Fd\approx3$, is only moderately smooth. Numerical solution of the Dirac equation for the ramp with its sharp corners gives 299 ohm $\mu$m; the smooth law lies 10\% above this. At $30^\circ$ the ramp transmits 0.39, against 0.30 from the law. A rounded profile $(\Delta U/2)\tanh(2x/d)$, with the same total step and central slope, gives 343 ohm $\mu$m. When the ramp is lengthened to 80 nm at fixed slope, so that the total step is 0.8 eV, the result is 329 ohm $\mu$m. The law is thus recovered when the ends of the ramp move away from the crossing. For the stated 20 nm, the two end shapes tried here move the resistance from 330 ohm $\mu$m down by 9\% and up by 4\%; a profile with longer tails can raise it further.

\section{The junction in a device}

A step of 0.2 eV over 20 nm is a plausible rough choice for graphene beside a doping metal, but the two sides need not be doped equally. If the Fermi level divides the same 20 nm ramp into 0.15 and 0.05 eV, the numerical resistance rises from 299 to 394 ohm $\mu$m. The smaller number of modes on the weakly doped side explains only part of this: in the smooth law, where nothing else changes, it raises the resistance from 330 to 375 ohm $\mu$m. Thermal averaging at 300 K, with the Fermi level again midway, gives 360 ohm $\mu$m. For a rough mobility of 5000 cm$^2$/Vs the mean free path at $k_F$ is 50 nm, longer than the junction. A uniformly doped diffusive sheet 20 nm long would have 34 ohm $\mu$m, which is only a rough scale for the scattering correction, since the carrier density inside the ramp is lower. Trigonal warping changes the band energy at $k_F$ by about half a per cent.

The assumption of a uniform slope is more delicate. In a local-density estimate the ramp holds a carrier density $n(x)=(sx)^2/\pi$, with electrons on the left and holes on the right. Both charges oppose the slope at the crossing. A line of charge acts with a force inversely proportional to distance, and the two sides add:
\begin{equation}
F_{\rm ind}=\frac{4e^2}{4\pi\varepsilon_0\varepsilon}\int_0^{d/2}\frac{n(x)}{x}\,dx
=\frac{2e^2}{4\pi\varepsilon_0\varepsilon}\,\frac{k_F^2}{\pi}.
\end{equation}
For a rough effective dielectric constant $\varepsilon=2.5$ this is 0.0085 eV/nm, or 85\% of $F$. The local-density form fails within about $1/\sqrt s\approx8$ nm of the crossing, which is most of the half-ramp, and there it gives too little charge. The density summed over the filled Dirac states in the same ramp is about 3.6 times larger at 2 nm from the crossing and raises the opposing slope to about $1.4F$. Both figures count only the charge inside the ramp. The doped regions outside the ramp oppose the slope as well, and with distant gates they contribute more than the ramp itself. The slope supplied by the contact and gates must therefore be much steeper than the total slope, and inserting it for $F$ would give too small a resistance. Screening also makes the total slope nonuniform. Where the density passes linearly through zero, the local-density potential varies as $\sqrt{|x|}$ and is steepest at the crossing; a profile of that shape with the same step over 20 nm gives about 261 ohm $\mu$m. If the slope at the crossing were half or twice the assumed value, the smooth law without cutoff would give 465 or 233 ohm $\mu$m.

The resistance of the metal-graphene interface itself is not included. Contact resistances of graphene devices are, very roughly, some hundreds of ohm $\mu$m and scatter widely, so a junction of this kind can be a substantial part of the total. The numerical output below lists the values used here, apart from the quantum density and the square-root profile.

\section*{Calculated quantities}
\begin{verbatim}
Potential step: 0.20 eV over 20 nm
Velocity: 1.00e+06 m/s; hbar v: 0.6582 eV nm
Slope of potential energy F: 0.0100 eV/nm
Field: 0.100 MV/cm
s = F/(hbar v): 0.01519 nm^-2; sqrt(s): 0.1233 nm^-1
kF on each side: 0.1519 nm^-1; kF d: 3.039
Carrier density on each side: 7.347e+11 cm^-2
Conductance unit 4e^2/h: 154.96 uS
Angle where smooth-law T = 1/2: 22.4 degrees
T at 0 degrees: smooth law 1.0000, ramp 1.0000
T at 15 degrees: smooth law 0.7263, ramp 0.7747
T at 30 degrees: smooth law 0.3032, ramp 0.3853
T at 45 degrees: smooth law 0.0920, ramp 0.1406
T at 60 degrees: smooth law 0.0279, ramp 0.0404
Largest error of law on long ramp: 1.6e-05
Angular integral of cos(theta) T: 0.8097
Cutoff factor erf: 0.99800
Smooth-law conductance per width: 3.034 mS/um
Smooth-law resistance, with cutoff: 329.6 ohm um
Smooth-law resistance, no cutoff: 329.0 ohm um
Sharvin resistance (T = 1): 133.4 ohm um
Excess due to junction: 196.2 ohm um
Exact Dirac, sharp-cornered ramp: 299.2 ohm um
Exact Dirac, rounded (tanh) step: 343.0 ohm um
Exact Dirac, 80 nm ramp, same slope: 329.3 ohm um
Same, Fermi level 0.1 eV off centre: 328.4 ohm um
20 nm ramp, 0.15/0.05 eV split: 393.9 ohm um
Smooth law with cutoff, same split: 374.8 ohm um
kT at 300 K: 25.85 meV; (dU/2)/kT: 3.87
20 nm ramp averaged at 300 K: 359.7 ohm um
Rough mobility: 5000 cm2/Vs
Mean free path at kF: 50.0 nm
Diffusive resistance of 20 nm sheet: 34.0 ohm um
Trigonal warping of energy at kF: 0.55 percent
Rough effective dielectric constant: 2.5
Opposing slope from induced charge: 0.00846 eV/nm
Ratio of that slope to F: 0.846
No-cutoff law, slope times 0.5: 465.2 ohm um
No-cutoff law, slope times 2.0: 232.6 ohm um
\end{verbatim}
